# Half-shifted Monkhorst-Pack meshes break hexagonal and fcc point symmetry

**The argument under review**

The note argues as follows. "A Monkhorst-Pack mesh is a uniform grid built on the reciprocal basis vectors. A point operation maps the reciprocal lattice onto itself, hence maps the grid onto itself. A shift by half a spacing keeps the grid uniform and centred, so the shifted mesh is symmetric too. The mesh therefore splits into complete stars of the point group, and any tensor averaged over it has the symmetry of the lattice."

The second sentence holds for an unshifted grid with suitable subdivisions. The third does not follow: "centred" secures closure under inversion, and says nothing about rotations. For primitive hexagonal cells with an in-plane half shift and for primitive fcc cells with any half shift the conclusion is false.

**Comment 1. The condition for closure**

Let $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ and $\mathbf k=\sum_i x_i\mathbf b_i$. The mesh $M$ is the set $x_i=(n_i+s_i)/N_i$ with integer $n_i$ and $s_i\in\{0,\tfrac12\}$, points being identified when their $x_i$ differ by integers. The Monkhorst-Pack rule $x=(2r-q-1)/2q$, $r=1,\dots,q$, is of this form. For even $q$ it equals $(n+\tfrac12)/q$ with $n=r-1-q/2$, and for odd $q$ it equals $n/q$ with $n=r-(q+1)/2$. An even subdivision is thus half shifted by the rule itself.

Let $G$ be the point group of the lattice. An operation with Cartesian matrix $S$ sends each $\mathbf b_j$ to an integer combination of the $\mathbf b_i$, so it acts on $x$ as an integer matrix $W$. Measure $x$ in mesh units, $y=Dx=n+s$ with $D=\mathrm{diag}(N_1,N_2,N_3)$. Then $x\to Wx$ reads $y\to Ay$ with $A=DWD^{-1}$, $A_{ij}=W_{ij}N_i/N_j$. The image of a mesh point lies on the mesh when $A(n+s)-s$ is an integer vector. Taking $n=0$ gives $(A-1)s\in\mathbb Z^3$. Subtracting this from the condition for $n$ equal to a unit vector shows that each column of $A$ is integer. Conversely the two conditions make $An+(A-1)s$ integer for every $n$, and an invertible map of a finite set into itself is onto. Hence

$$WM=M\iff A\ \text{is integer and}\ (A-1)s\in\mathbb Z^3 .$$

The note overlooks both conditions. When $A=W$ (equal $N_i$ on axes that $G$ mixes), the second says that the point $\sum_i s_i\mathbf b_i$ of the Brillouin zone must be fixed by $W$ up to a reciprocal vector. This does not involve $N$, so refining the mesh cannot repair a bad shift. Inversion, $A=-1$, gives $-2s\in\mathbb Z^3$ and passes for every half shift.

**Comment 2. Which shifts are fixed**

*Hexagonal.* Take $\mathbf a_1=a(1,0,0)$, $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}2,0)$, $\mathbf a_3$ along $z$. Then $\mathbf b_1=\tfrac{2\pi}a(1,\tfrac1{\sqrt3},0)$ and $\mathbf b_2=\tfrac{2\pi}a(0,\tfrac2{\sqrt3},0)$ have equal length and point at $30^\circ$ and $90^\circ$, and $\mathbf b_2-\mathbf b_1$ points at $150^\circ$. The group is $D_{6h}=C_{6v}\times\{1,\sigma_h\}$, of order 24. The rotation $C_3$ by $120^\circ$ sends $\mathbf b_1\to\mathbf b_2-\mathbf b_1$ and $\mathbf b_2\to-\mathbf b_1$, so $(x_1,x_2)\to(-x_1-x_2,\;x_1)$. On the shifts, modulo integers,

$$(\tfrac12,\tfrac12)\to(-1,\tfrac12)\equiv(0,\tfrac12)\to(-\tfrac12,0)\equiv(\tfrac12,0)\to(-\tfrac12,\tfrac12)\equiv(\tfrac12,\tfrac12).$$

These are the three M points, and $C_3$ permutes them cyclically. The shift $(0,0,\tfrac12)$ is fixed, because every operation sends $x_3\to\pm x_3$ without mixing it with the plane. The first condition also bites: $A_{12}=-N_1/N_2$ and $A_{21}=N_2/N_1$ are both integers only if $N_1=N_2$. For a $\Gamma$-centred $2\times4\times1$ mesh, $A_{12}=W_{12}/2$ with $|W_{12}|\le1$ forces $W_{12}=0$, so the in-plane operation must send $\mathbf b_2\to\pm\mathbf b_2$. Four of the twelve do, and with $\sigma_h$ this leaves 8 of 24.

*Face-centred cubic.* Take $\mathbf a_1=\tfrac a2(0,1,1)$ and cyclic, so that $\mathbf b_1=(-1,1,1)$, $\mathbf b_2=(1,-1,1)$, $\mathbf b_3=(1,1,-1)$ in units $2\pi/a$. $G$ consists of the 48 signed permutations of the Cartesian components. The components of $\sum n_i\mathbf b_i$ all have the parity of $n_1+n_2+n_3$, and the inverse $n_1=(k_y+k_z)/2$ (and cyclic) is integer when the three parities agree. The reciprocal lattice $\Lambda$ is therefore the set of integer triples that are all even or all odd. The shift $(\tfrac12,\tfrac12,\tfrac12)$ is the point $\tfrac12(\mathbf b_1+\mathbf b_2+\mathbf b_3)=(\tfrac12,\tfrac12,\tfrac12)$, and the shifts $\tfrac12\mathbf b_i$ are its sign variants. These are L points. The eight sign patterns pair up, since a point and its negative differ by an all-odd triple, which leaves four. The rotation $C_{2z}$ reverses two components and moves each of them by $(\pm1,\pm1,0)$, of mixed parity and so outside $\Lambda$. The other three shifts, such as $\tfrac12(\mathbf b_1+\mathbf b_2)=(0,0,1)$, are X points. The cyclic permutation sends $(0,0,1)\to(1,0,0)$, a move by $(1,0,-1)\notin\Lambda$. Both operations belong to the tetrahedral group $T$, which every cubic point group contains, so no half shift is closed for any cubic crystal on a primitive fcc cell.

*Where the note is right.* For simple cubic, signed permutations change $(\tfrac12,\tfrac12,\tfrac12)$ by integer triples, all of which are reciprocal vectors. For bcc, $\mathbf b_1=(0,1,1)$ and cyclic, the reciprocal lattice is the set of integer triples of even sum, the shift $(\tfrac12,\tfrac12,\tfrac12)$ is the Cartesian point $(1,1,1)$, and signed permutations change its components by 0 or 2. In these two lattices the triply shifted mesh with equal $N_i$ is closed. A mesh shifted along only one or two of the $\mathbf b_i$ is not, because the cyclic permutation of the Cartesian axes permutes the $\mathbf b_i$ and so turns the shift into a different one.

**Comment 3. What replaces the stars**

Assume from here on $N_1=N_2=N_3=N$ (fcc) or $N_1=N_2=N$ (hexagonal), so $A=W$. Let $H$ be the subgroup with $WM=M$. Its index $[G:H]$ is the number of inequivalent images of the shift. For fcc with $s=(\tfrac12,\tfrac12,\tfrac12)$ the index is 4 and $|H|=48/4=12$. Permuting Cartesian axes permutes the $\mathbf b_i$, and the six permutations of the $y_i$ with an overall sign $\pm$ all fix $s$ modulo integers. They number twelve, so they are $H=D_{3d}$ about $[111]$. For the hexagonal shift $(\tfrac12,\tfrac12)$ the index is 3 and $|H|=8$. The operations $\pm1$ and $\pm$ the swap $y_1\leftrightarrow y_2$ (the mirror through the bisector of $\mathbf b_1,\mathbf b_2$), times $\{1,\sigma_h\}$, fix $s$ and number eight, so $H=D_{2h}$.

In mesh units $M=\mathbb Z^3+s$, and $WM=\mathbb Z^3+Ws$ because $W$ and $W^{-1}$ are integer. Two cosets of $\mathbb Z^3$ coincide or are disjoint. An operation outside $H$ therefore sends no point of $M$ onto $M$. The smallest closed set containing $M$ is the union $U=\bigcup_W WM$, made of $[G:H]$ disjoint meshes of equal size.

Every star (orbit of $G$) in $U$ meets $M$, since each point of $U$ is an image of a point of $M$. If $k$ and $Wk$ both lie in $M$, then $WM\cap M$ is not empty and $W\in H$. A star thus meets $M$ in one orbit of $H$, and the number of stars in $U$ equals the number of $H$-orbits in $M$. The same remark with $Wk=k$ shows that the stabiliser $G_k$ of $k\in M$ lies in $H$, so

$$|Gk|=\frac{|G|}{|G_k|}=[G:H]\,\frac{|H|}{|G_k|}=[G:H]\,|Hk|,\qquad \frac{|Gk|}{|U|}=\frac{|Hk|}{|M|}.$$

The irreducible points and their weights are the same for $M$ under $H$ as for $U$ under $G$, but $M$ holds only the fraction $1/[G:H]$ of each star.

The unions are simple. For fcc, in Cartesian units $2\pi/(aN)$, $U$ is $\Lambda$ translated by the four L points. $\Lambda$ occupies two of the eight parity classes of $\mathbb Z^3$ and so has four cosets. The four L points differ from $(\tfrac12,\tfrac12,\tfrac12)$ by integer triples in distinct cosets, hence $U=\mathbb Z^3+(\tfrac12,\tfrac12,\tfrac12)$, a shifted simple cubic mesh of $4N^3$ points. For the hexagonal plane, $2y$ is (odd, odd) on $M$, and $U$ adds (odd, even) and (even, odd). It is the $\Gamma$-centred $2N$ mesh with the $\Gamma$-centred $N$ mesh removed, $3N^2$ points.

**Comment 4. The count**

Count the pairs $(h,k)$ with $hk=k$ in two ways. Summing over $k$ gives $\sum_k|H|/|Hk|=|H|\,n$, because each of the $n$ orbits contributes $|H|$. Summing over $h$ gives the total number of fixed points. This is Burnside's lemma: $n$ is the mean number of fixed points.

With $y=m+\tfrac12$ modulo $N$, the condition $y\equiv-y$ means that $N$ divides $2m+1$. For $0\le m<N$ this odd number lies below $2N$, so it must equal $N$. The number of solutions is $e=N \bmod 2$.

For fcc, the identity fixes $N^3$ points. Each of three transpositions requires two coordinates equal, $N^2$ points. Each of two 3-cycles requires all equal, $N$ points. Inversion fixes $e^3=e$. A transposition with a minus sign requires $y_2\equiv-y_1$ and $y_3\equiv-y_3$, which gives $Ne$. A 3-cycle with a minus sign requires $y_1\equiv-y_2\equiv y_3\equiv-y_1$, which gives $e$. Adding, with $N^3+3N^2+2N=N(N+1)(N+2)$ and $e+3Ne+2e=3e(N+1)$,

$$n_{\rm fcc}=\tfrac1{12}\big[N(N+1)(N+2)+3e(N+1)\big].$$

For the shifted hexagonal plane, the identity fixes $N^2$, the operation $-1$ fixes $e^2=e$, the swap fixes $N$ ($y_1\equiv y_2$) and the negative swap fixes $N$ ($y_1\equiv-y_2$):

$$n_{\rm hex}=\tfrac14\,(N^2+2N+e).$$

For the $\Gamma$-centred plane all twelve operations of $C_{6v}$ act on integer $y$. The rotation $C_6$ sends $\mathbf b_1\to\mathbf b_2$, $\mathbf b_2\to\mathbf b_2-\mathbf b_1$, so $(y_1,y_2)\to(-y_2,\,y_1+y_2)$, whose fixed-point equations give $y_1\equiv0$ and then $y_2\equiv0$: one point. For $C_3$ they give $y_2\equiv y_1$ and $3y_1\equiv0$: $\gcd(3,N)$ points. Inverses fix the same points. $C_2$ gives $2y_i\equiv0$: $\gcd(2,N)^2$. The swap and negative swap have mirror lines at $60^\circ$ and $150^\circ$, conjugation by $C_3$ turns these into all six lines, and conjugate operations have equally many fixed points, $N$ each. Hence

$$n_{\rm hex}^\Gamma=\tfrac1{12}\big[N^2+6N+2+2\gcd(3,N)+\gcd(2,N)^2\big].$$

The form of $U$ implies $n_{\rm hex}(N)=n^\Gamma_{\rm hex}(2N)-n^\Gamma_{\rm hex}(N)$, for example $6=10-4$ at $N=4$. In three dimensions $\sigma_h$ acts on $y_3$ alone and the plane group on $y_1,y_2$ alone, so the counts multiply. The axial factor is half the sum of $N_3$ and the number of fixed points of $y_3\to-y_3$ ($\gcd(2,N_3)$ for $s_3=0$, $N_3\bmod2$ for $s_3=\tfrac12$), namely $\lfloor N_3/2\rfloor+1$ for $s_3=0$ and $\lceil N_3/2\rceil$ for $s_3=\tfrac12$. The $\Gamma$-centred fcc row below comes from enumeration: each point is labelled by the smallest of its 48 images in a fixed ordering, and distinct labels are counted.

| $N$ | 2 | 3 | 4 | 6 | 8 | 12 |
|---|---|---|---|---|---|---|
| fcc, shifted | 2 | 6 | 10 | 28 | 60 | 182 |
| fcc, $\Gamma$ | 3 | 4 | 8 | 16 | 29 | 72 |
| hex plane, shifted | 2 | 4 | 6 | 12 | 20 | 42 |
| hex plane, $\Gamma$ | 2 | 3 | 4 | 7 | 10 | 19 |

For fcc at $N=4$ the formula gives $4\cdot5\cdot6/12=10$. Enumeration gives orbit sizes 2, 2, six of 6, and 12, 12, which sum to 64. The full stars are 8, 8, six of 24, and 48, 48, which sum to 256 and cannot fit in a mesh of 64 points. For the hexagonal $4\times4\times1$ mesh, $(16+8)/4=6$ orbits of sizes 2, 2, 2, 2, 4, 4 fill 16 points, while the stars 6, 6, 6, 6, 12, 12 fill 48.

These counts use the full lattice group. For a crystal, $G$ is replaced by its point group together with $\mathbf k\to-\mathbf k$ where time reversal holds, and $H$ by its intersection with that group. Closure still fails for an in-plane half shift on hexagonal axes whenever $C_3$ is present, and for any half shift on fcc whenever $T$ is present. The counts are unchanged if the group so formed is still the full lattice group, as for $T_d$ with time reversal, and can change if it is smaller. Closure is recovered if the crystal group lies inside $H$, as for the shift $(\tfrac12,\tfrac12,\tfrac12)$ on an fcc-type cell stretched along $[111]$; the other half shifts of that cell are still permuted by the threefold axis.

**Comment 5. What survives of the conclusion**

Write $\langle\cdot\rangle_M$ for the plain mean over a mesh. If $\phi(S\mathbf k)=\phi(\mathbf k)$ for all of $G$, every image mesh gives the same mean, so $\langle\phi\rangle_M=\langle\phi\rangle_U$ exactly. If a tensor integrand is covariant, $\tau(S\mathbf k)=S\tau(\mathbf k)S^{\mathsf T}$, then its mean over the image mesh is $ST_MS^{\mathsf T}$ with $T_M=\langle\tau\rangle_M$. As $S$ runs over $G$ each of the equal meshes in $U$ occurs $|H|$ times, so

$$T_U=\frac1{|G|}\sum_{S\in G}S\,T_M\,S^{\mathsf T},$$

while $T_M$ is guaranteed only the symmetry $H$. For one representative $\mathbf k$, the mean of $S\tau S^{\mathsf T}$ over a group is the mean of $\tau$ over the orbit under that group. With the common weights of Comment 3, a weighted sum over irreducible points yields $T_M$ when symmetrised with $H$ and $T_U$ when symmetrised with $G$. A code that symmetrises with $G$ samples $U$ in effect. These identities need $A=W$: with incompatible $N_i$ the image meshes overlap, and the average over $G$ weights the points of $U$ unequally. All this assumes a $G$-symmetric Hamiltonian. If a self-consistent density is built from $M$ without symmetrisation under $G$, that assumption is lost and the scalar identity is no longer guaranteed.

The origin of the defect is visible in real space. For $\mathbf R=\sum r_i\mathbf a_i$ the mean of $e^{i\mathbf k\cdot\mathbf R}$ factorises into sums $N^{-1}\sum_{m}e^{2\pi i(m+s)r/N}$. Each is a geometric series that vanishes unless $r=Nl$, where every term equals $e^{2\pi isl}=(-1)^{2sl}$. Let $\chi(l)=(-1)^{2s\cdot l}$ and $\mathbf L_l=\sum_iN_il_i\mathbf a_i$. Let $f(\mathbf k)=\sum_{\mathbf R'}F(\mathbf R')e^{-i\mathbf k\cdot\mathbf R'}$ be even with an absolutely convergent series. The sine part of $e^{i\mathbf k\cdot\mathbf R}$ drops out because $M$ is closed under inversion, only $\mathbf R-\mathbf R'=\mathbf L_l$ contributes, and $\chi(-l)=\chi(l)$, so

$$\rho_M(\mathbf R)\equiv\langle f\cos\mathbf k\cdot\mathbf R\rangle_M=\sum_l\chi(l)\,F(\mathbf R+\mathbf L_l).$$

The term $l=0$ is the exact zone average, and the rest is aliasing error, weighted by a sign pattern that $G$ does not preserve when it moves the shift. For an invariant function at $\mathbf R=0$, $F$ is constant on each star (orbit under $G$) of vectors $\mathbf L_l$, and the error is the sum over stars of $F$ times the signed count. The first two distance shells below are single stars; farther shells can hold several stars with different $F$. In fcc the first shell has $\pm\mathbf a_i$ ($\chi=-1$, six vectors) and $\pm(\mathbf a_i-\mathbf a_j)$ ($\chi=+1$, six), with signed count 0 against 12 for $\Gamma$-centring. The second shell, such as $-\mathbf a_1+\mathbf a_2+\mathbf a_3=(a,0,0)$, has odd index sum, giving $-6$ against 6. In the hexagonal plane $\pm\mathbf a_1,\pm\mathbf a_2$ are odd and $\pm(\mathbf a_1+\mathbf a_2)$ even, giving $-2$ against 6. The second shell, $\pm(\mathbf a_1-\mathbf a_2)$, $\pm(2\mathbf a_1+\mathbf a_2)$, $\pm(\mathbf a_1+2\mathbf a_2)$, also gives $-2$ against 6.

**Comment 6. A counterexample in numbers**

Take a nearest-neighbour $s$ band $\varepsilon=-t\sum_{\mathbf R}\cos\mathbf k\cdot\mathbf R$ with round parameters $t=1$ eV, $kT=0.5$ eV, fixed $\mu$, one spin, and $f=1/(1+e^{(\varepsilon-\mu)/kT})$. Then $\rho(\mathbf R)$ is the bond order, the band energy is $E=\langle f\varepsilon\rangle=-t\sum_{\mathbf R}\rho(\mathbf R)$, and two derivatives of the cosine give the occupation-weighted inverse-mass tensor, whose exact zone average is proportional to the Drude weight,

$$T_{ij}=\langle f\,\partial_i\partial_j\varepsilon\rangle=t\sum_{\mathbf R}R_iR_j\,\rho(\mathbf R).$$

Its integrand is covariant: $\cos(S\mathbf k\cdot\mathbf R)=\cos(\mathbf k\cdot S^{\mathsf T}\mathbf R)$, and relabelling $\mathbf R=S\mathbf R'$ within the neighbour shell brings out $S$ and $S^{\mathsf T}$. The velocity form $\langle-f'\,\partial_i\varepsilon\,\partial_j\varepsilon\rangle$ has the same exact zone average but different mesh averages, so the sizes of the defect quoted below belong to the inverse-mass form only. All means are direct sums over mesh points. Reference values use $\Gamma$-centred meshes of $255^2$ (triangular) and $125^3$ (fcc) points.

*Triangular layer*, $a=3$ Å, $\mu=0$, mesh $4\times4\times1$, $s=(\tfrac12,\tfrac12,0)$. The four odd bonds have $\rho_o=0.161997$ and the two even bonds $\rho_e=0.140519$, although the six are equivalent. Their mean is $(4\rho_o+2\rho_e)/6=0.154838$, the value of every bond on $U$, and $E=-0.9290$ eV on both $M$ and $U$. With $\mathbf a_1+\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$ and $2ta^2=18$ eV Å$^2$ (the factor 2 for $\pm\mathbf R$),

$$T_{xx}=18\,(\tfrac54\rho_o+\tfrac14\rho_e)=4.277,\quad T_{yy}=18\cdot\tfrac34(\rho_o+\rho_e)=4.084,$$
$$T_{xy}=18\cdot\tfrac{\sqrt3}4(\rho_e-\rho_o)=-0.167\ \text{eV Å}^2 .$$

The principal axes lie along and across the even bond. Along it the odd bonds make $60^\circ$, so the eigenvalue is $18(\tfrac12\rho_o+\rho_e)=3.987$. Across it the eigenvalue is $18\cdot\tfrac32\rho_o=4.374$ eV Å$^2$. On $U$ the in-plane tensor is isotropic, $27\times0.154838=4.181$ eV Å$^2$, or $0.549\,\hbar^2/m_e$ with $\hbar^2/m_e=7.620$ eV Å$^2$. The forbidden $T_{xy}$ is $-4.0\%$ of this value.

*Face-centred cubic*, $a=4$ Å, $\mu=-2$ eV, mesh $4\times4\times4$, $s=(\tfrac12,\tfrac12,\tfrac12)$. The six odd bonds have $\rho_o=0.099945$ and the six even bonds $\rho_e=0.105125$, against $0.102535$ on $U$, and $E=-6t(\rho_o+\rho_e)=-1.2304$ eV. Each pair $\pm\mathbf R$ carries $2ta^2/4=8$ eV Å$^2$. An $x$ component occurs in two odd pairs ($\mathbf a_2,\mathbf a_3$) and two even pairs ($\mathbf a_1-\mathbf a_2$, $\mathbf a_1-\mathbf a_3$). The product $R_xR_y$ is nonzero only for $\mathbf a_3\propto(1,1,0)$ and $\mathbf a_1-\mathbf a_2\propto(-1,1,0)$. Thus

$$T_{xx}=16(\rho_o+\rho_e)=3.281,\qquad T_{xy}=8(\rho_o-\rho_e)=8\times(-0.00518)=-0.0414\ \text{eV Å}^2 .$$

Permutations in $H$ make the three diagonal elements equal and the three off-diagonal ones equal. The eigenvalues are $T_{xx}+2T_{xy}=3.198$ along $[111]$ and $T_{xx}-T_{xy}=3.323$ twice, a uniaxial tensor for a cubic model. On $U$ it is $3.281$ eV Å$^2$ ($0.431\,\hbar^2/m_e$) times the unit matrix, and the spurious $T_{xy}$ is $-1.3\%$ of that.

The scalars show what the signed counts do and do not promise. For the band energy, relative to the reference value, the shifted mesh errs by 5.3% and the $\Gamma$-centred mesh of equal $N$ by 11% in the layer ($-0.9290$, $-1.0913$, reference $-0.9808$ eV), and by 1.3% and 7.5% in fcc ($-1.2304$, $-1.3052$, reference $-1.2146$ eV). The fcc filling goes the other way: $0.23225$ shifted, $0.23727$ $\Gamma$-centred, reference $0.23732$ electrons per cell. Cancellation of the first shell removes one term of the error series and does not order the totals.

The spread $\max\rho-\min\rho$ over the neighbours is pure aliasing, since $F$ is equal on all of them. Continue $\theta_1=\mathbf k\cdot\mathbf a_1$ to $\theta_1+i\kappa$. Each cosine containing $\theta_1$ gains an imaginary part of size at most $\sinh\kappa$, and there are $z_1=4$ (layer) or 6 (fcc) of them. The poles of $f$ nearest the real axis have $|\mathrm{Im}\,\varepsilon|=\pi kT$, so $f$ is analytic while $z_1t\sinh\kappa<\pi kT$. Shifting the contour bounds $|F|$ by a constant times $e^{-\kappa|r_1|}$, and likewise for the other indices. The spread therefore has an envelope that decays exponentially in $N$, with no promise of a steady fall, and the bound is lost as $kT\to0$. At $N=4,8,24$ the spread is $2.15\times10^{-2}$, $2.08\times10^{-3}$, $6.25\times10^{-7}$ in the layer, but $5.18\times10^{-3}$, $4.76\times10^{-3}$, $2.08\times10^{-6}$ in fcc, where doubling $N$ from 4 gains almost nothing. The contour bound limits only the envelope and does not fix the value at any given $N$.

**Recommendation**

The claim should be withdrawn and replaced by the criterion of Comment 1. Tensor results of the note on any mesh that fails this criterion, which includes hexagonal meshes with an in-plane half shift, fcc meshes with any half shift, and simple cubic or bcc meshes shifted along only one or two axes, should be recomputed on a $\Gamma$-centred mesh with compatible $N_i$, on the union $U$, or with symmetrisation under the full group, and the note should state which group its code applies to the density and to tensors. The last two routes agree only for compatible $N_i$. For the layer model on a $\Gamma$-centred $2\times4\times1$ mesh both give an isotropic in-plane tensor, but $T_{xx}$ is $5.48$ eV Å$^2$ after symmetrisation and $4.91$ eV Å$^2$ on $U$.
